\section*{Angle Amplification and Focusing in a Row of Hard Spheres}

\section{One collision: the angle map and the amplification factor}

\subsection*{Result}

Identical hard spheres rest on a straight line with their centres a distance $D$ apart. Two spheres touch when their centres are a distance $d$ apart; this $d$ is the collision diameter. One sphere is set moving at a small angle $\theta_n$ to the row and strikes its neighbour. The neighbour leaves on the other side of the row, at the angle
\begin{equation}
\theta_{n+1}=\left(\frac{D}{d}-1\right)\theta_n .
\label{eq:result}
\end{equation}
The angle shrinks in each collision if $D<2d$, and the row then focuses the motion along itself. Equation~\eqref{eq:result} is the small-angle limit of a relation that holds for every angle at which the neighbour is hit,
\begin{equation}
\sin(\theta_n+\theta_{n+1})=\frac{D}{d}\,\sin\theta_n ,
\qquad \theta_n+\theta_{n+1}\le\frac{\pi}{2}.
\label{eq:exactresult}
\end{equation}

In a collision cascade, such as an implanted ion starts in a crystal, a struck atom may be sent nearly along a close-packed row. For hard spheres and small angles, equation~\eqref{eq:result} tells whether the following collisions keep the motion on the row or throw it off. For real atoms it is a first guide, since their repulsion is soft, they vibrate, and neighbouring rows act on them.

\subsection*{Model and conventions}

The spheres have equal masses $m$ and are smooth and elastic. Smooth means that a contact exerts no tangential force. Elastic means that kinetic energy is conserved. All spheres except the first are at rest on their sites until they are struck. There is no attraction, no thermal displacement and no neighbouring row. The spheres do not overlap at the start and have a gap between them, so
\begin{equation}
k\equiv\frac{D}{d}>1 .
\label{eq:k}
\end{equation}
If $R$ is the radius of a sphere, then $d=2R$. The focusing condition $D<2d$ therefore reads $D<4R$, and it would be wrong to put the radius in place of $d$.

The spheres are numbered $0,1,2,\dots$ along the row, and sphere $0$ is launched. The angle $\theta_n$, with $0\le\theta_n<\pi/2$, is the magnitude of the angle between the row and the velocity of sphere $n$ as it leaves its site. Angles are in radians unless degrees are written.

The row and the launch velocity of sphere $0$ span a plane. At the first contact both centres lie in this plane, so the line joining them does too. The contact force of smooth spheres acts along that line. It has no component out of the plane, and neither velocity acquires one. The same argument applies to the next collision, and the problem is two-dimensional.

\subsection*{Geometry of the contact}

Put the origin at the site of sphere $n$. Let $\hat{\mathbf x}$ point along the row towards sphere $n+1$, and let $\hat{\mathbf y}$ point to the side towards which sphere $n$ moves. Write $\theta$ for $\theta_n$. The direction of motion is
\begin{equation}
\hat{\mathbf t}=(\cos\theta,\ \sin\theta).
\label{eq:t}
\end{equation}
After a path $s$ the moving centre is at $s\hat{\mathbf t}$, while the centre of the target is still at $D\hat{\mathbf x}$. At contact their separation is $d$:
\begin{equation}
|D\hat{\mathbf x}-s\hat{\mathbf t}|^2
=D^2-2Ds\cos\theta+s^2=d^2 .
\label{eq:quadratic}
\end{equation}
Completing the square, with $D^2-D^2\cos^2\theta=D^2\sin^2\theta$, gives
\begin{equation}
(s-D\cos\theta)^2=d^2-D^2\sin^2\theta .
\label{eq:square}
\end{equation}
The right-hand side must not be negative. This is the condition for a hit,
\begin{equation}
k\sin\theta\le 1 .
\label{eq:hit}
\end{equation}
It says that the straight path of the moving centre passes the target centre at a distance $D\sin\theta$ no larger than $d$. Equality is a grazing contact, which transfers nothing.

Equation~\eqref{eq:square} has two roots. The smaller is the first contact, and the larger is the point at which the moving centre would leave the circle of radius $d$ if it could pass through the target. The physical root is
\begin{equation}
s=D\cos\theta-\sqrt{d^2-D^2\sin^2\theta}.
\label{eq:s}
\end{equation}
It is positive, because $D^2\cos^2\theta$ exceeds $d^2-D^2\sin^2\theta$ by $D^2-d^2>0$.

Let $\hat{\mathbf c}$ be the unit vector from the moving centre to the target centre at contact. The moving centre is then above the row and the target centre is on it, so $\hat{\mathbf c}$ points below the row. Call its angle to the row $\phi$:
\begin{equation}
\hat{\mathbf c}=(\cos\phi,\ -\sin\phi).
\label{eq:c}
\end{equation}
The launch site, the contact position and the target site form a triangle,
\begin{equation}
D\hat{\mathbf x}=s\,\hat{\mathbf t}+d\,\hat{\mathbf c}.
\label{eq:triangle}
\end{equation}
Two projections of this equation suffice. For the first, take the component perpendicular to $\hat{\mathbf t}$, along the unit vector $(\sin\theta,-\cos\theta)$. The left-hand side gives $D\sin\theta$, the term in $\hat{\mathbf t}$ gives zero, and the last term gives $d(\sin\theta\cos\phi+\cos\theta\sin\phi)$. Hence
\begin{equation}
D\sin\theta=d\sin(\theta+\phi).
\label{eq:perp}
\end{equation}
For the second, take the component along $\hat{\mathbf t}$. Since $\hat{\mathbf t}\cdot\hat{\mathbf c}=\cos\theta\cos\phi-\sin\theta\sin\phi=\cos(\theta+\phi)$,
\begin{equation}
D\cos\theta=s+d\cos(\theta+\phi).
\label{eq:par}
\end{equation}
Comparison of \eqref{eq:par} with \eqref{eq:s} shows that $d\cos(\theta+\phi)$ equals the square root, which is not negative. The first contact therefore has
\begin{equation}
\psi\equiv\theta+\phi\le\frac{\pi}{2},
\label{eq:branch}
\end{equation}
and the exit point would have $\psi\ge\pi/2$. The sine in \eqref{eq:perp} does not distinguish the two cases, so \eqref{eq:branch} has to be kept with it. Together they give
\begin{equation}
\phi=\arcsin(k\sin\theta)-\theta ,
\label{eq:phi}
\end{equation}
where $\arcsin$ is the principal value. For $\theta>0$ the angle $\phi$ is positive, because $k>1$ makes $\sin\psi$ larger than $\sin\theta$.

The path follows from the component of \eqref{eq:triangle} along $\hat{\mathbf y}$, which is $0=s\sin\theta-d\sin\phi$:
\begin{equation}
s=d\,\frac{\sin\phi}{\sin\theta}.
\label{eq:path}
\end{equation}

\subsection*{The direction of the struck sphere}

It remains to show that $\phi$ is the angle at which the target moves off. The target is at rest, and the impulse it receives is along $\hat{\mathbf c}$. Its velocity after the contact is therefore along $\hat{\mathbf c}$, at the angle $\phi$ below the row. Thus $\theta_{n+1}=\phi$, and \eqref{eq:phi} becomes
\begin{equation}
\theta_{n+1}=f(\theta_n),\qquad
f(\theta)=\arcsin(k\sin\theta)-\theta .
\label{eq:map}
\end{equation}
This is \eqref{eq:exactresult} solved for the new angle.

The speeds follow from the conservation laws. Let the incoming speed be $v$. Its component along $\hat{\mathbf c}$ is $v\cos\psi$, and its component perpendicular to $\hat{\mathbf c}$ is $v\sin\psi$. The perpendicular component stays with the incoming sphere, since no force acts in that direction. Let $u$ and $w$ be the components along $\hat{\mathbf c}$ of the incoming and the struck sphere after the contact. For equal masses, momentum and energy give
\begin{equation}
u+w=v\cos\psi,\qquad u^2+w^2=v^2\cos^2\psi .
\label{eq:conservation}
\end{equation}
Squaring the first equation and subtracting the second leaves $2uw=0$. The solution $w=0$ describes spheres that have not interacted. The other solution is
\begin{equation}
u=0,\qquad w=v\cos\psi .
\label{eq:exchange}
\end{equation}
The struck sphere takes over the whole component along the line of centres. The incoming sphere is left with the speed $v\sin\psi$, perpendicular to that line.

The struck sphere starts from its own site, which lies on the row. Its flight to the next sphere is the same problem reflected in the row, with $\theta_{n+1}$ in place of $\theta_n$. This is why one map describes the whole sequence.

\subsection*{Small angles}

Let $\theta\ll1$ and also $k\theta\ll1$. With $\sin\theta=\theta-\theta^3/6+O(\theta^5)$ and $\arcsin z=z+z^3/6+O(z^5)$,
\begin{align}
\arcsin(k\sin\theta)
&=k\left(\theta-\frac{\theta^3}{6}\right)+\frac{k^3\theta^3}{6}+O(\theta^5)
\nonumber\\
&=k\theta+\frac{k(k^2-1)}{6}\,\theta^3+O(\theta^5).
\label{eq:arcsinexp}
\end{align}
Subtracting $\theta$ gives
\begin{equation}
\theta_{n+1}=(k-1)\,\theta_n+\frac{k(k^2-1)}{6}\,\theta_n^3+O(\theta_n^5).
\label{eq:expansion}
\end{equation}
The linear term is the result \eqref{eq:result}. If angles on one side of the row are counted positive and those on the other side negative, the signed angle $\alpha_n$ obeys
\begin{equation}
\alpha_{n+1}=-(k-1)\,\alpha_n
\label{eq:signed}
\end{equation}
to leading order. The amplification per collision is $-(D/d-1)$, and the minus sign records the change of side.

The two terms in $D/d-1$ have separate meanings. A sphere that moves at the angle $\theta$ is aimed past the target centre by the distance $D\theta$. This offset turns the line of centres away from the direction of motion by $D\theta/d$. The direction of motion was itself tilted by $\theta$ the other way, and this tilt is subtracted. A long flight enlarges the offset, while a large sphere reduces the turn that a given offset causes.

At $D=2d$ the turn is $2\theta$ and the new angle equals the old one in size. As $D$ approaches $d$, the factor tends to zero: the spheres almost touch, the line of centres at contact is almost the row itself, and the next sphere is pushed along the row whatever the small launch angle was. For $D\gg d$ the factor is close to $D/d$, and a small error in aim grows quickly.

\subsection*{A first collision in numbers}

Take the round model values $D=2.5$~\AA, $d=1.5$~\AA\ and a launch angle of $5^\circ$. Then $k=2.5/1.5=1.6667$, and the signed linear amplification is $-0.6667$. Equation~\eqref{eq:perp} gives
\begin{equation}
\sin\psi=1.6667\,\sin5^\circ=0.1453,\qquad \psi=8.352^\circ ,
\label{eq:numpsi}
\end{equation}
so that $\theta_1=8.352^\circ-5^\circ=3.352^\circ$. The linear law gives $0.6667\times5^\circ=3.333^\circ$. The cubic coefficient in \eqref{eq:expansion} is $0.4938$. With $5^\circ=0.08727$~rad the cubic term is $0.4938\times(0.08727)^3=3.28\times10^{-4}$~rad, or $0.019^\circ$, which accounts for the difference. By \eqref{eq:path} the first sphere travels
\begin{equation}
s=1.5\ \text{\AA}\times\frac{\sin3.352^\circ}{\sin5^\circ}=1.006\ \text{\AA}
\label{eq:nums}
\end{equation}
before contact, slightly more than the gap $D-d=1.0$~\AA\ of a head-on approach.

\subsection*{What the diameter means for atoms}

Atoms repel each other through a potential $V(r)$ that rises smoothly as $r$ falls, so $d$ has to be chosen. One choice is the distance of closest approach in a head-on collision. Let an atom of kinetic energy $E=mv^2/2$ approach an equal atom at rest. The reduced mass is $m/2$, and the kinetic energy of relative motion is $(m/2)v^2/2=E/2$. At closest approach the relative velocity vanishes. If the potential at the starting distance $D$ is neglected,
\begin{equation}
V(d)=\frac{E}{2}.
\label{eq:closest}
\end{equation}
Since $V$ decreases with distance, $d$ is smaller at higher energy. The condition $D<2d$ then sets an upper limit on the energy. Putting $d=D/2$ in \eqref{eq:closest} gives the estimate
\begin{equation}
E<E_{\mathrm f},\qquad E_{\mathrm f}=2V(D/2),
\label{eq:ef}
\end{equation}
for focusing at small angles. It inherits the hard-sphere treatment of the deflection, and for a soft repulsion it is too high. If the moving atom is aimed past the target by a small distance $p$, the struck atom leaves at the angle $p\int_d^\infty dr\,r^{-2}\,[1-2V(r)/E]^{-1/2}$ to the incoming direction. The bracket is below one, so this angle is larger than the hard-sphere value $p/d$, and focusing ends at an energy below $E_{\mathrm f}$. The formula gives an order of magnitude, not a threshold. In the calculations that follow, $d$ is a fixed number.

\section{Repeated collisions: finite angles, energy and limits}

\subsection*{What is carried over}

The spacing is $D$, the collision diameter $d$ is the distance of the centres at contact, and $k=D/d>1$. Sphere $n$ leaves its site at the angle $\theta_n$ to the row, and the sides alternate. The angles follow the map \eqref{eq:map}, $\theta_{n+1}=f(\theta_n)$ with $f(\theta)=\arcsin(k\sin\theta)-\theta$. The angle $\psi_n=\theta_n+\theta_{n+1}\le\pi/2$ lies between the velocity of sphere $n$ and the line of centres at contact, and $\sin\psi_n=k\sin\theta_n$. A hit requires $k\sin\theta_n\le1$. The struck sphere receives the speed $v_n\cos\psi_n$ along the line of centres, and the incoming sphere keeps $v_n\sin\psi_n$ perpendicular to it. For small angles $\theta_{n+1}=(k-1)\theta_n+k(k^2-1)\theta_n^3/6$.

\subsection*{The linear law repeated}

Applying \eqref{eq:signed} $n$ times gives
\begin{equation}
\alpha_n=\left[-(k-1)\right]^n\alpha_0 .
\label{eq:power}
\end{equation}
For $k<2$ the angle falls geometrically, and for $k>2$ it grows geometrically until the small-angle law fails. To learn what happens at finite angles, the shape of $f$ is needed.

\subsection*{Shape of the map}

Let $\psi(\theta)=\arcsin(k\sin\theta)$. Differentiating $\sin\psi=k\sin\theta$ gives
\begin{equation}
\psi'=\frac{k\cos\theta}{\cos\psi},\qquad f'=\psi'-1 .
\label{eq:slope}
\end{equation}
The squares of numerator and denominator differ by
\begin{equation}
k^2\cos^2\theta-\cos^2\psi
=k^2-k^2\sin^2\theta-1+k^2\sin^2\theta=k^2-1>0 .
\label{eq:slopepos}
\end{equation}
Hence $\psi'>1$, and $f$ increases with $\theta$. The logarithmic derivative of \eqref{eq:slope} is
\begin{equation}
\frac{\psi''}{\psi'}=-\tan\theta+\psi'\tan\psi>0
\qquad(\theta>0),
\label{eq:convex}
\end{equation}
because $\psi>\theta$ and $\psi'>1$. So $f''=\psi''>0$, and the curve of $f$ bends upwards. A curve of this kind that starts at the origin has a ratio $f(\theta)/\theta$ that increases with $\theta$. Its limit at $\theta\to0$ is $f'(0)=k-1$. The linear law therefore underestimates the new angle at every finite launch angle.

If the first collision reduces the angle, let $q=f(\theta_0)/\theta_0<1$. The next angle is smaller, its ratio is smaller than $q$, and so on, which gives
\begin{equation}
\theta_n\le q^n\theta_0 .
\label{eq:bound}
\end{equation}
The angle tends to zero. If the first collision enlarges the angle, the ratio is above one and rises from collision to collision. The angle then grows at least geometrically and reaches the region without a hit after a finite number of collisions. The first collision thus decides the fate of the chain.

\subsection*{Critical angle}

The angle shrinks if $f(\theta)<\theta$, that is, if $\psi<2\theta$. Suppose first that $\theta<\pi/4$. Then $\psi$ and $2\theta$ both lie between $0$ and $\pi/2$, where the sine increases, and the condition becomes $k\sin\theta<\sin2\theta=2\sin\theta\cos\theta$, or
\begin{equation}
k<2\cos\theta .
\label{eq:focuscond}
\end{equation}
If instead $\theta\ge\pi/4$, then $\psi\le\pi/2\le2\theta$, and a hit that is not grazing, with $\psi<\pi/2$, reduces the angle.

The largest angle that gives a hit is $\theta_{\mathrm h}=\arcsin(1/k)$. It is below $\pi/4$ if $k>\sqrt2$. There are three cases.

For $k\ge2$, condition \eqref{eq:focuscond} fails for every $\theta>0$, and each hit off the axis enlarges the angle.

For $\sqrt2<k<2$, all hits have $\theta<\pi/4$, and the angle shrinks if
\begin{equation}
\theta<\theta_{\mathrm c},\qquad \theta_{\mathrm c}=\arccos\frac{k}{2}
=\arccos\frac{D}{2d}.
\label{eq:critical}
\end{equation}
This angle is below the hit limit, since $\sin^2\theta_{\mathrm c}<1/k^2$ means $1-k^2/4<1/k^2$. Multiplication by $k^2$ and rearrangement turn this into
\begin{equation}
\left(\frac{k^2}{2}-1\right)^2>0 ,
\label{eq:window}
\end{equation}
which holds for $k\ne\sqrt2$. Between $\theta_{\mathrm c}$ and $\theta_{\mathrm h}$ the neighbour is still hit, but the angle grows.

For $1<k\le\sqrt2$, every hit that is not grazing focuses. When $\theta<\pi/4$, condition \eqref{eq:focuscond} holds because $2\cos\theta>\sqrt2\ge k$; larger angles were treated above. For $k<\sqrt2$ the formula $\arccos(k/2)$ gives an angle above $\pi/4$. There $2\theta$ exceeds $\pi/2$, so the equality $\psi=2\theta$ belongs to the exit point and not to the first contact.

The condition $D<2d$ is thus sufficient for focusing at small angles, and for $k>\sqrt2$ ``small'' means below $\theta_{\mathrm c}$. Near $k=2$ this range is narrow: $\cos\theta_{\mathrm c}\approx1-\theta_{\mathrm c}^2/2$ gives $\theta_{\mathrm c}^2\approx2-k$.

\subsection*{Spheres left behind}

The map assumes that a sphere left behind does not disturb the advancing one. After its collision, sphere $n$ moves on a line perpendicular to its $\hat{\mathbf c}$. The site of a later sphere $j\ge n+1$ lies ahead of this line by $d+(j-n-1)D\cos\theta_{n+1}\ge d$, measured along $\hat{\mathbf c}$. When sphere $j$ is struck, its velocity makes with $\hat{\mathbf c}$ the angle $|\theta_j-\theta_{n+1}|$ or $\theta_j+\theta_{n+1}$, depending on the side. The first is below $\pi/2$. The second occurs for $j\ge n+2$. Because the angles of a chain change in one direction, it is at most $\psi_{n+1}$ in a shrinking chain and at most $\psi_{j-1}$ in a growing one, and neither exceeds $\pi/2$. The advancing sphere does not come closer to the line, and sphere $n$ does not hit it.

This argument takes sphere $n$ to be undisturbed after its own collision. It does not exclude contacts among spheres left behind on the same side. None occurred in the chains computed below before the chain ended.

\subsection*{Energy}

The kinetic energy is proportional to the square of the speed, so
\begin{equation}
E_{n+1}=E_n\cos^2\psi_n=E_n\left(1-k^2\sin^2\theta_n\right).
\label{eq:energy}
\end{equation}
The missing part is the sideways motion of the sphere left behind. At small angles the fraction lost in collision $n$ is $k^2\theta_n^2$. For $k<2$, inserting \eqref{eq:power} and adding the geometric series gives the total fraction lost by a long chain,
\begin{equation}
\frac{\Delta E}{E_0}\approx k^2\theta_0^2\sum_{n=0}^{\infty}(k-1)^{2n}
=\frac{k^2\theta_0^2}{1-(k-1)^2}=\frac{k\,\theta_0^2}{2-k},
\label{eq:loss}
\end{equation}
where $1-(k-1)^2=k(2-k)$ was used. The series converges because the angles die out: in this model a focused chain approaches head-on collisions, which pass on all the energy. The formula requires $\theta_0^2\ll2-k$, which near $k=2$ means a launch angle far below $\theta_{\mathrm c}$.

\subsection*{A focusing chain}

The numbers below come from event-driven dynamics of up to twelve spheres. Each sphere moves uniformly between contacts, the earliest contact among all pairs is found, and the velocity components along the line of centres are exchanged. For $D=2.5$~\AA, $d=1.5$~\AA\ and $\theta_0=5^\circ$ the result is:
\begin{center}
\begin{tabular}{rrrr}
$n$ & $\alpha_n$ & linear law & $E_n/E_0$\\
0 & $5.000^\circ$ & $5.000^\circ$ & 1.0000\\
1 & $-3.352^\circ$ & $-3.333^\circ$ & 0.9789\\
2 & $2.241^\circ$ & $2.222^\circ$ & 0.9696\\
3 & $-1.495^\circ$ & $-1.481^\circ$ & 0.9655\\
5 & $-0.665^\circ$ & $-0.658^\circ$ & 0.9628\\
11 & $-0.0584^\circ$ & $-0.0578^\circ$ & 0.9622
\end{tabular}
\end{center}
The first energy follows from \eqref{eq:energy} as $1-0.1453^2=0.9789$.

At $n=11$ the angle is still about $1\%$ larger than the linear law says, although the last collisions are very nearly linear. The early collisions leave this excess. By \eqref{eq:expansion}, collision $n$ multiplies the angle by $(k-1)$ times $1+k(k+1)\theta_n^2/6$. To leading order these corrections add up to
\begin{equation}
\frac{k(k+1)}{6}\,\frac{\theta_0^2}{k(2-k)}
=\frac{(k+1)\,\theta_0^2}{6(2-k)} .
\label{eq:excess}
\end{equation}
For $k=5/3$ this is $\tfrac43\theta_0^2=\tfrac43(0.08727)^2=0.010$.

After eleven collisions the chain has lost $3.78\%$ of its energy. Equation~\eqref{eq:loss} gives $5\,\theta_0^2=3.81\%$.

\subsection*{Near the critical angle}

In the same row $\theta_{\mathrm c}=\arccos(0.8333)=33.56^\circ$ and $\theta_{\mathrm h}=\arcsin(0.6)=36.87^\circ$. A launch at $33^\circ$ gives the successive angles $33.00^\circ$, $32.19^\circ$, $30.43^\circ$, $27.14^\circ$, $22.35^\circ$, and the chain focuses. A launch at $34^\circ$ gives $34.00^\circ$, $34.75^\circ$, $37.04^\circ$. The last angle is above the hit limit, and the chain ends with a miss.

The slope of the map at $\theta_{\mathrm c}$ shows how fast the two chains part. There $\psi=2\theta_{\mathrm c}$ and $k=2\cos\theta_{\mathrm c}$, so \eqref{eq:slope} gives
\begin{equation}
f'(\theta_{\mathrm c})=\frac{2\cos^2\theta_{\mathrm c}}{\cos2\theta_{\mathrm c}}-1
=\frac{1}{\cos2\theta_{\mathrm c}}=\frac{1}{k^2/2-1},
\label{eq:criticalslope}
\end{equation}
which is $18/7\approx2.6$ here. A small distance from the critical angle grows by this factor per collision.

\subsection*{Defocusing and marginal rows}

With $d=1.0$~\AA\ and the same spacing, $k=2.5$ and the linear amplification is $-1.5$. The launch at $5^\circ$ leads to
\begin{equation}
5.00^\circ,\ -7.59^\circ,\ 11.68^\circ,\ -18.73^\circ,\ 34.67^\circ .
\label{eq:defocus}
\end{equation}
The hit limit is $23.58^\circ$. Four atoms are struck, and the fourth passes its neighbour. The linear law would give $5^\circ\times1.5^4=25.3^\circ$ for the last angle, far below the true value, because the angles are no longer small: in the last collision the velocity makes the angle $\psi=18.73^\circ+34.67^\circ=53.40^\circ$ with the line of centres.

At $k=2$ the linear law predicts a constant angle, and the cubic term decides. Its coefficient is $2(4-1)/6=1$, so $\theta_{n+1}\approx\theta_n+\theta_n^3$. From $5^\circ$ the first increase is about $(0.08727)^3$~rad, or $0.038^\circ$. The dynamics gives $5.039^\circ$ after one collision and $5.202^\circ$ after five. The inequality $D<2d$ is therefore strict.

\subsection*{Where the result fails}

Thermal displacements move a target off the axis and add a new offset at each collision, so the angle need not tend to zero. Neighbouring rows exert forces during the flight, which the map leaves out. With the energy-dependent diameter of \eqref{eq:closest}, $k$ changes along the chain: as energy is lost, $d$ grows and $k$ falls. Within the hard-sphere treatment, the factor $D/d-1$ then takes its own $d$ in each collision, and the power law \eqref{eq:power} becomes a product of different factors.
